# Overlap repulsion of chalcogen lone pairs and the dihedral angle

Take the molecule H₂Se₂, with the chain H–Se–Se–H, and turn one Se–H bond about the Se–Se axis while all bond lengths and bond angles are held fixed. In a restricted Hartree–Fock (RHF) calculation with the def2-SVP basis, the energy with both hydrogens on the same side of the axis is 0.31 eV above the energy at a dihedral angle of 90°. With the hydrogens on opposite sides it is 0.24 eV above. The larger def2-TZVP basis gives 0.30 and 0.24 eV. Both planar shapes are unfavourable, although the second keeps the hydrogens far apart. One contribution with this angular form is the repulsion between the filled p lone pairs of the two selenium atoms. To leading order in their overlap it varies as the square of the cosine of the dihedral angle, and it vanishes at 90°.

Let the two chalcogen atoms be A and B, with the bond between them along \(z\). Each is two-coordinate: besides its partner it binds one substituent, which with the axis defines a plane, called plane A or plane B. The dihedral angle \(\phi\) is the angle from plane A to plane B, and \(\phi=0\) means that both substituents lie on the same side. Let \(\mathbf t_A\) be the unit vector perpendicular to \(z\) that points in plane A towards the substituent, and let \(\mathbf n_A=\hat{\mathbf z}\times\mathbf t_A\) be the plane normal. With the same definitions for B,

\[
\mathbf t_B=\cos\phi\,\mathbf t_A+\sin\phi\,\mathbf n_A,\qquad
\mathbf n_B=\hat{\mathbf z}\times\mathbf t_B=\cos\phi\,\mathbf n_A-\sin\phi\,\mathbf t_A ,
\]

because \(\hat{\mathbf z}\times\mathbf n_A=-\mathbf t_A\). A two-coordinate atom uses its in-plane p orbitals for bonds. The p orbital along the normal is odd under reflection in the atom's own plane, so it cannot mix with the in-plane bond orbitals of that atom, and it holds two electrons. Call these lone pairs \(a\) on A and \(b\) on B. Both are real, normalized, and of a shape that does not change with \(\phi\).

A p orbital is linear in its direction vector, so \(b\) can be resolved as

\[
b=\cos\phi\,b_n-\sin\phi\,b_t ,
\]

where \(b_n\) and \(b_t\) are p orbitals on B along \(\mathbf n_A\) and \(\mathbf t_A\). Reflection in plane A changes the sign of \(a\) and leaves \(b_t\) unchanged, so \(\langle a|b_t\rangle=0\). The overlap is therefore

\[
S=\langle a|b\rangle=S_\pi\cos\phi,\qquad S_\pi=\langle a|b_n\rangle .
\]

Both orbitals are perpendicular to the axis, so no σ overlap enters. The signs are chosen so that the orbitals are parallel at \(\phi=0\), and \(S_\pi\) is positive in the example below.

The energy also needs the coupling \(\beta=\langle a|h|b\rangle\), where \(h\) is an effective one-electron Hamiltonian. The substituents destroy the axial symmetry of the field, so it is not obvious that \(\beta\) follows the cosine too. Suppose that

\[
h=h_{\rm ax}+V_A+V_B .
\]

Here \(h_{\rm ax}\) contains the kinetic energy and everything symmetric about the axis, including reflections in planes through it. The potential \(V_A\) is symmetric under reflection in plane A and turns with it, and \(V_B\) does the same for plane B. The attraction of the bare nuclei has this form, since the chalcogen nuclei lie on the axis and each substituent nucleus lies in its own plane. For \(h_{\rm ax}+V_A\) the reflection argument applies again: the matrix element between \(a\) and \(b_t\) vanishes, and what remains is \(\cos\phi\) times a constant. For \(V_B\), resolve \(a\) instead. Since \(\mathbf n_A=\cos\phi\,\mathbf n_B+\sin\phi\,\mathbf t_B\), the part of \(a\) along \(\mathbf t_B\) is even under reflection in plane B, while \(b\) is odd, and again a factor \(\cos\phi\) remains. Hence

\[
\beta=\beta_\pi\cos\phi ,
\]

with \(\beta_\pi\) the coupling at \(\phi=0\). An electron density that depends jointly on both planes can add terms outside this form; their size has to be found for the molecule at hand.

Let both lone pairs have the same level \(\alpha=\langle a|h|a\rangle=\langle b|h|b\rangle\). The combinations \(a\pm b\) have squared norm \(2(1\pm S)\) and energy integral \(2(\alpha\pm\beta)\), so the two levels are

\[
E_\pm=\frac{\alpha\pm\beta}{1\pm S}.
\]

Their shifts from \(\alpha\) are

\[
E_+-\alpha=\frac{\alpha+\beta-\alpha-\alpha S}{1+S}=-\frac{\lambda}{1+S},\qquad
E_--\alpha=\frac{\alpha-\beta-\alpha+\alpha S}{1-S}=+\frac{\lambda}{1-S},
\]

with \(\lambda=\alpha S-\beta\). If the zero of energy is moved by \(C\), then \(\alpha\) becomes \(\alpha+C\) and \(\beta\) becomes \(\beta+CS\), and \(\lambda\) does not change. It is the part of the coupling that has physical meaning for non-orthogonal orbitals.

For positive \(S\) and \(\lambda\) the upper level rises by more than the lower one falls, because normalization divides by \(1-S\) in one case and by \(1+S\) in the other. Four electrons fill both levels. Measured from four electrons at the level \(\alpha\), their energy is

\[
\Delta E=2\lambda\left(\frac1{1-S}-\frac1{1+S}\right)
=\frac{4S\lambda}{1-S^2}
=\frac{4S(\alpha S-\beta)}{1-S^2}.
\]

This is the overlap repulsion meant here: the change in the sum of one-electron energies in a fixed field when two filled orbitals are made to satisfy the Pauli principle together. Without overlap the two shifts cancel and there is no repulsion, however large the coupling.

Both \(S\) and \(\lambda\) carry one factor \(\cos\phi\). With \(\Lambda=\alpha S_\pi-\beta_\pi\), so that \(\lambda=\Lambda\cos\phi\),

\[
\Delta E(\phi)=\frac{4S_\pi\Lambda\cos^2\phi}{1-S_\pi^2\cos^2\phi}
=4S_\pi\Lambda\cos^2\phi\,\bigl(1+S_\pi^2\cos^2\phi+\dots\bigr).
\]

The coupling \(\Lambda\) is itself counted as first order in the overlap, since both arise from the same interpenetration of the orbitals. The leading term is then of second order and the first correction of fourth order. The leading term is the cosine-squared law.

The position of the minimum does not depend on the expansion. Put \(x=\cos^2\phi\). Then

\[
\frac{d\Delta E}{dx}=\frac{4S_\pi\Lambda}{(1-S_\pi^2x)^2},
\]

which is positive when \(S_\pi\Lambda>0\), so the least value is at \(x=0\), that is, at 90°. There each lone pair points along the nodal plane of the other. If \(S_\pi\Lambda\) were negative, 90° would be the maximum, so the sign is a condition and must be established. The level \(\alpha\) may also vary with \(\phi\), because each lone pair feels the substituent of the other atom. The curve is then no longer a pure cosine square, even at second order. The pair term still vanishes at 90° and is positive elsewhere, provided \(S_\pi[\alpha(\phi)S_\pi-\beta_\pi]\) stays positive.

The result extends to unlike atoms, such as selenium bonded to tellurium. The levels are the eigenvalues of \(\mathbf S^{-1}\mathbf H\), where \(\mathbf S\) and \(\mathbf H\) are the two-by-two overlap and Hamiltonian matrices, and their sum is its trace:

\[
E_1+E_2=\operatorname{tr}\left[\frac1{1-S^2}
\begin{pmatrix}1&-S\\-S&1\end{pmatrix}
\begin{pmatrix}\alpha_A&\beta\\ \beta&\alpha_B\end{pmatrix}\right]
=\frac{\alpha_A+\alpha_B-2\beta S}{1-S^2}.
\]

Doubling this and subtracting \(2(\alpha_A+\alpha_B)\) gives the earlier formula with \(\alpha\) replaced by the mean \((\alpha_A+\alpha_B)/2\). The angular law is unchanged.

The filling of both levels is essential. With three electrons, and \(S,\lambda>0\), the energy relative to \(3\alpha\) is

\[
-\frac{2\lambda}{1+S}+\frac{\lambda}{1-S}\approx-\lambda=-\Lambda\cos\phi .
\]

For \(\phi>90^\circ\) the two levels exchange roles, so in general the leading term is \(-\Lambda|\cos\phi|\). In this fixed-field model, removing one electron makes the perpendicular shape the least favourable one. The exact energy is \(\lambda(3S-1)/(1-S^2)\) with \(\lambda\) proportional to \(S\). Its derivative with respect to \(S\) has the sign of \(-1+6S-S^2\), so it is least at \(S=3-\sqrt8\approx0.172\). The planar shape is the minimum only if \(S_\pi\) is below this value; otherwise the minimum lies at \(|\cos\phi|=0.172/S_\pi\).

For numbers, H₂Se₂ serves as a small model of the Se–Se link in selenium chains. The chosen geometry is Se–Se 0.234 nm, Se–H 0.147 nm and an Se–Se–H angle of 95°. The shape of the lone pair comes from H₂Se, with the same bond length and angle, at the same RHF/def2-SVP level. Its highest occupied orbital is a p lone pair: the p functions on selenium alone have squared norm 0.989. They are kept, renormalized, and placed on both atoms of H₂Se₂ along the plane normals. The converged Fock operator of H₂Se₂ takes the place of \(h\).

At \(\phi=0\) this gives \(S_\pi=0.1661\), \(\alpha=-10.142\) eV and \(\beta_\pi=-3.043\) eV. Then

\[
\Lambda=(-10.142)(0.1661)+3.043=1.358\ \text{eV},
\]

which is positive, as the minimum at 90° requires. With the zero of energy used here, an electron at rest far from the molecule, the term \(\alpha S_\pi\) removes more than half of the bare coupling of 3.04 eV; another zero would change this share but not \(\Lambda\). The leading repulsion in the planar shape is

\[
4S_\pi\Lambda=4(0.1661)(1.358)=0.902\ \text{eV}\quad(87\ \text{kJ/mol}).
\]

Division by \(1-S_\pi^2=0.972\) raises it to 0.928 eV, so the higher orders add 2.8% to the leading value. These numbers depend on how the basis describes the tail of the lone pair: with def2-TZVP, \(S_\pi=0.185\), \(\Lambda=1.34\) eV and the repulsion is 1.03 eV, about 11% more. The digits quoted here and below belong to def2-SVP. The two levels are at −11.31 and −8.51 eV. One lies 1.16 eV below \(\alpha\) and the other 1.63 eV above it, and twice the difference of these shifts returns 0.93 eV. The corresponding occupied RHF orbitals lie at −11.39 and −8.54 eV, so two p functions describe these levels to within 0.1 eV. With three electrons in the same levels the energy would be \(1.63-2(1.16)\approx-0.7\) eV relative to \(3\alpha\), only about half the leading value \(-\Lambda\), because \(3S_\pi\) is not small. Since \(S_\pi=0.166\) lies just below 0.172, the minimum is at the planar shape but very flat (−0.68 eV at 30°); with the def2-TZVP values it moves to about 22° from planarity.

Recomputing the Fock operator at each angle shows how well the assumptions about the field hold. At 45° the coupling is −2.151 eV, against \(-3.043\cos45^\circ=-2.152\) eV. At 90° it is zero to the printed thousandth of an eV. The non-additive coupling is thus negligible here, although the converged field contains exchange and a density that belongs to both planes. The level \(\alpha\) varies between −10.14 and −10.20 eV. This small net change is a cancellation: at 0° the field of the density change \(\delta\) defined below raises \(\alpha\) by 0.15 eV relative to 90°, and all other terms, including the substituent of the other atom, lower it by 0.10 eV. The pair repulsion at 45° is 0.456 eV, slightly less than half the planar 0.928 eV, which is 0.464 eV. Of this deficit of 0.008 eV, the smaller denominator correction at 45° accounts for 0.0065 eV. The shift of \(\alpha\) by −0.030 eV accounts for \(4(0.1175)^2(0.030)=0.0017\) eV, where 0.1175 is the overlap at 45°. Over the five angles 0°, 45°, 90°, 135° and 180°, the largest departure from a cosine square is 0.9% of the mean planar value.

The fixed field is a stronger simplification for the magnitude than for the shape. Let \(D_0\) be the density matrix with each lone pair doubly filled and no account taken of their overlap, and let \(D_1\) be the density matrix after orthogonalization, with all other electrons unchanged in both. \(D_0\) is a reference density and not that of a Slater determinant. The Hartree–Fock energy is quadratic in the density matrix. With \(\delta=D_1-D_0\), \(F_1\) the Fock operator belonging to \(D_1\), and \(G[\delta]\) the Coulomb and exchange field produced by \(\delta\),

\[
E[D_1]-E[D_0]=\operatorname{tr}(F_1\delta)-\tfrac12\operatorname{tr}(\delta\,G[\delta]).
\]

The first term is the pair repulsion already computed. This use of the converged Fock operator supposes that the model lone pairs lie within the occupied space, and at least 99.5% of each does. The second term adds 0.296 eV in the planar shapes, 0.149 eV at 45° and nothing at 90°. It also follows the cosine square closely, because the leading change in the density matrix is proportional to \(S\) and enters twice. The two terms add to 1.22 eV. If \(D_1\) is instead built from the model lone pairs and the occupied orbitals orthogonal to them, and the two energies are evaluated directly at 0°, their difference is 1.18 eV, so the planar repulsion is about 1.2 eV. The fixed-field value is thus a fifth to a quarter too low by this measure, while the angular law survives.

This repulsion is much larger than the torsional energy of the molecule. The RHF energies relative to 90° are 0.314, 0.146, 0, 0.119 and 0.239 eV at the five angles. In a cosine series the odd harmonics cancel from

\[
V=\tfrac12[E(0)+E(180^\circ)]-E(90^\circ)
=\tfrac12(0.3135+0.2387)=0.276\ \text{eV}\quad(26.6\ \text{kJ/mol}),
\]

which measures the cosine-squared part of the whole torsion. The fixed-field pair term is 3.4 times as large. With def2-TZVP, \(V\) is 0.272 eV and the ratio is 3.8. Other contributions must therefore oppose it, and the calculation gives their sum without dividing it among causes.

One such contribution can be derived within the same kind of model. Give each atom a second filled orbital that lies in its plane, is orthogonal to its lone pair, and contains the p orbital along \(\mathbf t\) with amplitude \(c\). The remainder consists of s and \(p_z\) character, which does not overlap with any p orbital on the other atom that is perpendicular to the axis. The four overlaps between the atoms are then

\[
S_\pi\cos\phi,\quad cS_\pi\sin\phi,\quad -cS_\pi\sin\phi,\quad g+c^2S_\pi\cos\phi ,
\]

where \(g\) is the angle-independent overlap of the remainders. Suppose all four orbitals have the level \(\alpha\), and all couplings are \(\kappa\) times the overlaps, with \(\alpha>\kappa\). Then \(\mathbf H=\kappa\mathbf S+(\alpha-\kappa)\mathbf 1\), and the total energy is

\[
2\operatorname{tr}(\mathbf S^{-1}\mathbf H)=8\kappa+2(\alpha-\kappa)\operatorname{tr}\mathbf S^{-1}.
\]

Write \(\mathbf S=\mathbf 1+\mathbf s\), so that \(\mathbf S^{-1}=\mathbf 1-\mathbf s+\mathbf s^2-\dots\). The trace of \(\mathbf s\) is zero, and the trace of \(\mathbf s^2\) is twice the sum of the squared overlaps. The repulsion is thus \(4(\alpha-\kappa)\sum S_{ij}^2\) to leading order, with

\[
\sum S_{ij}^2=g^2+2c^2S_\pi^2+(1-c^2)^2S_\pi^2\cos^2\phi+2gc^2S_\pi\cos\phi .
\]

Here \(2c^2\sin^2\phi\) was written as \(2c^2-2c^2\cos^2\phi\), and \(1-2c^2+c^4=(1-c^2)^2\). The in-plane pairs reduce the cosine-squared term. For \(c=1\) and \(g=0\) each atom has a filled shell that is round about the axis, and the torsional preference disappears. In this model a cosine-squared repulsion survives only because the in-plane p orbital is tied up in a bond and is not a second complete lone pair. How much survives in the molecule is a separate question. For an antisymmetrized product of two frozen SeH fragments, the cosine-squared part is 0.22 eV, of which 0.13 eV is electrostatic and only 0.09 eV comes from exchange and Pauli repulsion of all filled orbitals together. Such a division depends on the choice of fragments. For \(g\neq0\) and \(c<1\), setting the derivative with respect to \(\cos\phi\) to zero moves the minimum to

\[
\cos\phi_0=-\frac{g\,c^2}{(1-c^2)^2S_\pi},
\]

if the right side lies between −1 and 1. With the round values \(c^2=0.4\) and \(g=0.2\,S_\pi\) this is −0.22, or 103° to leading order in the overlap (102° for \(S_\pi=0.166\)); these values of \(c^2\) and \(g\) are illustrative and were not computed for the molecule. The value of 90° belongs to the lone-pair term and not to every sum of filled-orbital repulsions.

Donation of lone-pair electrons into an empty orbital lowers the energy instead of raising it, and its angular dependence follows from the same reflections. Let the empty orbital lie in plane B, with level \(\varepsilon>\alpha\), and consider its part on atom B. By the same reflections, its overlap \(S'\) and coupling \(\beta'\) with \(a\) are proportional to \(\sin\phi\). If the donor level falls by \(y\), the secular equation reads \(y(\varepsilon-\alpha+y)=(\beta'-\alpha S'+yS')^2\). For weak coupling this becomes

\[
y\approx\frac{(\beta'-\alpha S')^2}{\varepsilon-\alpha}\propto\sin^2\phi=1-\cos^2\phi .
\]

Donation therefore also favours 90°, with the same angular form as the repulsion. A torsional curve alone cannot separate the two.

The minimum of the RHF curve, from a five-term cosine series through the five energies, is at 90.1°. This does not mean that odd harmonics are absent, since the two planar energies differ by 0.075 eV. The series has coefficients of about 0.028 eV for \(\cos\phi\) and 0.009 eV for \(\cos3\phi\). Near 90°, \(\cos3\phi\approx-3\cos\phi\), so the linear terms nearly cancel. Five angles fix the position only to about a degree: a parabola through the RHF energies at 84°, 90° and 96° puts it at 90.7°.

Electron correlation and relaxation of the Se–Se length change \(V\) only moderately in this basis; the bond angles and Se–H lengths were not relaxed. Second-order perturbation theory (MP2) for the valence electrons at the same geometries gives 0.287 eV. If the Se–Se length is optimized at each angle, by a parabola through three RHF energies with the other lengths and the bond angles fixed, \(V\) falls to 0.259 eV. The bond is then 0.239 nm at 0°, 0.235 nm at 90° and 0.238 nm at 180°.

Amorphous selenides are used in selector and memory films, and two-coordinate selenium is common in them. The law derived here needs two such atoms bonded to each other, so it concerns Se–Se links and not selenium that bridges two atoms of another kind such as germanium. In selenium chains the Se–Se length is roughly 0.24 nm, and the bond angle and the dihedral angle are both roughly 100°. The model's length is close to this, while its 95° bond angle is somewhat small and its ends are hydrogen instead of selenium. The geometry matters: with Se–Se 0.237 nm and an angle of 103°, the rigid RHF/def2-SVP value of \(V\) is 0.33 eV instead of 0.276 eV, and the planar energies become 0.30 eV at 0° and 0.36 eV at 180°. The real dihedral departs from 90° by some 10°, which costs little in the model molecule: with \(\cos^2100^\circ=0.030\), the cosine-squared part of the model torsion rises by 0.008 eV, less than \(k_BT=0.026\) eV at 300 K. If the torsion of a chain is of similar stiffness, which was not computed here, packing and neighbouring chain atoms need supply only a small energy to shift the angle by this amount. For a classical Boltzmann distribution in the potential \(0.259\cos^2\phi\) eV, numerical integration from 0° to 180° gives, for the model molecule, a root-mean-square spread about 90° of 14° at 300 K and 15° at 358 K (85 °C). The model does not apply to chalcogen atoms with three or more bonds that do not lie in one plane, as in many crystalline phase-change compounds, because such an atom has no single bond plane whose normal could carry the lone pair.
